\section*{Surface temperature of a steadily heated nanoparticle in a liquid}

If the temperature rise of a heated nanoparticle is computed from heat conduction in the surrounding liquid alone, the answer can be too low by a factor of three. That happens for a particle of radius 3 nm in water with a typical interface: each microwatt absorbed warms the adjacent water by 44 K, but the particle itself by 133 K. The missing two thirds of the rise is a temperature step at the boundary between solid and liquid. For a radius of 100 nm the same step is a small correction. To know which case one is in, both temperatures at the surface are needed, with their different dependence on size.

Consider a sphere of radius $R$ that absorbs a steady power $P$. It sits in a liquid at rest with constant thermal conductivity $k$, whose temperature far away is $T_0$. The heat is released inside the sphere, none of it in the liquid, and its density depends only on the distance $r$ from the centre. Everything then depends on $r$ alone. Let $j(r)$ be the heat flux, in watts per square metre, counted positive outward.

In the steady state the energy stored between the particle surface and a larger sphere of radius $r$ does not change. The power leaving through the larger sphere must therefore equal the power entering from the particle, which is $P$:
\begin{equation}
4\pi r^2 j(r)=P ,\qquad r\ge R .
\label{balance}
\end{equation}
Fourier's law says that heat flows down the temperature gradient, $j=-k\,dT/dr$. Inserting this in (\ref{balance}) and dividing by $-4\pi r^2k$ gives
\begin{equation}
\frac{dT}{dr}=-\frac{P}{4\pi k r^2}.
\label{gradient}
\end{equation}
Integrate from $r$ outward to infinity, where $T=T_0$:
\begin{equation}
T_0-T(r)=-\frac{P}{4\pi k}\int_r^\infty\frac{dr'}{r'^2}
=-\frac{P}{4\pi k r}.
\end{equation}
Changing the sign of both sides,
\begin{equation}
T(r)-T_0=\frac{P}{4\pi k r}.
\label{profile}
\end{equation}
The liquid touching the sphere, at temperature $T_l$, is therefore warmer than the distant liquid by
\begin{equation}
T_l-T_0=\frac{P}{4\pi kR}.
\label{liquid}
\end{equation}
The rise falls to half this value at $r=2R$ and to a tenth at $r=10R$, so the hottest liquid lies within a few radii of the particle, with a long, weak tail beyond.

The solid side of the boundary is hotter still. Heat carried by vibrations and electrons in the solid has to pass to the molecules of the liquid, and this transfer needs a finite temperature difference. Its strength is described by the interface conductance $G$, defined by
\begin{equation}
j(R)=G\,(T_p-T_l),
\label{Gdef}
\end{equation}
where $T_p$ is the temperature on the particle side. Equation (\ref{balance}) at $r=R$ gives $j(R)=P/(4\pi R^2)$. Hence
\begin{equation}
T_p-T_l=\frac{P}{4\pi R^2G}.
\label{jump}
\end{equation}
Adding (\ref{liquid}) and (\ref{jump}) gives the rise on the particle side,
\begin{equation}
T_p-T_0=\frac{P}{4\pi kR}+\frac{P}{4\pi R^2G}
=\frac{P}{4\pi kR}\left(1+\frac{\ell}{R}\right),
\qquad \ell=\frac{k}{G}.
\label{total}
\end{equation}
The phrase ``surface temperature'' is thus ambiguous until a side is named: the first term alone belongs to the liquid, the sum to the particle.

The step can also be pictured as the drop across a thin, poorly conducting film of thickness $d$ and conductivity $Gd$. The integration that led to (\ref{profile}), taken across the film from $R$ to $R+d$, gives
\begin{equation}
\frac{P}{4\pi Gd}\left(\frac1R-\frac1{R+d}\right)
=\frac{P}{4\pi Gd}\,\frac{d}{R(R+d)}
=\frac{P}{4\pi G R(R+d)} ,
\end{equation}
which tends to (\ref{jump}) as $d\to0$.

The length $\ell$ is the thickness of a flat layer of liquid with the same resistance as the interface. The two terms in (\ref{total}) are equal at $R=\ell$. For $R\gg\ell$ the liquid controls the particle temperature, which at fixed power varies as $1/R$. For $R\ll\ell$ the interface controls it, and the variation is $1/R^2$. If instead the heat released per unit volume, $q$, is held fixed, then $P=\tfrac43\pi R^3q$ and the two terms become
\begin{equation}
\frac{P}{4\pi kR}=\frac{qR^2}{3k},\qquad
\frac{P}{4\pi R^2G}=\frac{qR}{3G}.
\end{equation}
Both now shrink for smaller particles, but the interface term shrinks more slowly.

The conductivity $k_p$ of the particle appears in neither surface temperature, because (\ref{balance}) fixes the flux at the surface wherever along the radius the heat is released. It governs only the interior. For uniform heating, the power crossing a sphere of radius $r<R$ is the fraction $r^3/R^3$ of $P$, so $4\pi r^2j=Pr^3/R^3$ and $j=Pr/(4\pi R^3)$. With $j=-k_p\,dT/dr$, the centre is hotter than the particle side of the surface by
\begin{equation}
T(0)-T_p=\frac{P}{4\pi k_pR^3}\int_0^R r\,dr=\frac{P}{8\pi k_pR}.
\label{interior}
\end{equation}
This is the fraction $k/(2k_p)$ of the liquid-side rise, which is small for a metal in water.

Take an iron particle of radius 25 nm in water at 25 °C, absorbing 2 µW. Rough typical values are $k=0.6$ W/(m K) for water, $k_p=40$ W/(m K) for iron in a small particle, and $G=100$ MW/(m$^2$ K). Then
\begin{align}
T_l-T_0&=\frac{2\times10^{-6}}{4\pi(0.6)(25\times10^{-9})}\ \text{K}=10.61\ \text{K},\\
T_p-T_l&=\frac{2\times10^{-6}}{4\pi(25\times10^{-9})^2(10^{8})}\ \text{K}=2.55\ \text{K}.
\end{align}
The water at the surface is at 35.6 °C and the particle side at 38.2 °C, a total rise of 13.2 K. By (\ref{interior}) the centre is only 0.08 K hotter again, so the particle has practically one temperature. A numerical solution of the heat equation on thin spherical shells, with the interface represented by a film of thickness $10^{-4}R$ and a cold wall at $10^4R$, gives 10.608 K and 2.546 K. The first lies 0.002 K below the formula's 10.610 K, as it should: the liquid starts slightly farther out and ends at a finite distance, and each change lowers the rise by one part in $10^4$.

Here $\ell=0.6/10^8$ m $=6$ nm. With the same $k$ and $G$, the rises per microwatt are:
\begin{center}
\begin{tabular}{rrr}
$R$ (nm) & liquid (K/µW) & interface (K/µW)\\
3 & 44.2 & 88.4\\
6 & 22.1 & 22.1\\
25 & 5.31 & 1.27\\
100 & 1.33 & 0.08
\end{tabular}
\end{center}
The first row is the case of the opening paragraph. It also approaches the limit of the description, since a radius of 3 nm spans only about ten water molecules, and constants such as $k$ and $G$ may then depend on size.

The largest correction in practice can come from other particles. Suppose that identical particles, each absorbing $P$, are placed at random with number density $n$ in a heated ball of radius $b$, surrounded by unheated liquid. The heat equation with constant $k$ is linear, so the rises add as long as the particles are many radii apart and hardly disturb one another's heat flow. A neighbour at distance $r$ contributes $P/(4\pi kr)$ by (\ref{profile}), and a shell of thickness $dr$ holds on average $4\pi r^2n\,dr$ neighbours. At the centre of the ball their mean contribution is
\begin{equation}
\int_0^b\frac{P}{4\pi kr}\,4\pi r^2n\,dr
=\frac{nP}{k}\int_0^b r\,dr=\frac{nPb^2}{2k}.
\label{cloud}
\end{equation}
The lower limit may be set to zero because the excluded volume near the particle is tiny when $b\gg R$. For $10^{11}$ particles per cm$^3$ and $b=5$ µm, the ball holds about 52 particles, and (\ref{cloud}) gives 4.2 K, or 39\% of the liquid-side rise of a single particle. This is a mean over random arrangements; a close neighbour would add more. Iron particles of this size attract one another magnetically and tend to cluster unless stabilised, and the estimate does not cover clusters. The contribution warms both sides of the interface alike and leaves the surface average of the step (\ref{jump}) unchanged; the temperature gradient of a neighbour ten radii away changes the step locally by only about $\pm0.05$ K. Because it grows as $b^2$ at fixed $n$ and $P$, a ball twice as wide would give 16.7 K, more than the particle's own effect on the water.

The example can now be set beside a real iron particle heated by light. The flux through its surface is 255 MW/m$^2$. A sphere has four times the area of its cross-section, so if it absorbed just the light falling on that cross-section, the intensity would have to be about 1 GW/m$^2$, or 1 mW/µm$^2$. That calls for a focused laser beam. A particle much smaller than the wavelength can absorb less light than falls on its cross-section, and the intensity must then be higher still. The 3 nm particle of the opening paragraph is such a case: 1 µW already needs 35 mW/µm$^2$ on its cross-section, and since it absorbs only about a tenth of that light or less, several hundred mW/µm$^2$ or more in practice. The chosen $G$ has the usual order of magnitude for a metal in water, but it depends on how well the liquid wets the surface and on any coating; halving it at fixed $P$ and $R$ would double the step to 5.1 K. Real iron in water also breaks the assumption of a bare metal, because it carries an oxide skin. For a skin of thickness $t$ inside the same outer radius, with conductivity $k_{\rm ox}$ and all heat released in the metal core, integration across the skin gives the added drop
\begin{equation}
\frac{P}{4\pi k_{\rm ox}}\left(\frac{1}{R-t}-\frac1R\right).
\end{equation}
Rough values $t=3$ nm and $k_{\rm ox}=3$ W/(m K) give 0.29 K. The core is hotter by this amount, about 2\% of the total rise, while $T_l$ and the temperature of the outer solid surface stay as they were, provided $G$ is the same for the oxide surface. Any further resistance between metal and oxide is left out.

Light may also heat one side of the particle more than the other. As a model, let the heat density be $q_0(1+\frac rR\cos\theta)$, with $q_0=3P/(4\pi R^3)$ and $\theta$ the angle from the direction of stronger heating. The total power is still $P$. By linearity the extra source adds to the temperature a part proportional to $\cos\theta$, which averages to zero over the sphere, so (\ref{liquid}) and (\ref{total}) remain true for the surface averages. To find its size, use
\begin{equation}
\nabla^2(r^m\cos\theta)=[m(m+1)-2]\,r^{m-2}\cos\theta .
\end{equation}
The bracket vanishes for $m=1$ and $m=-2$ and equals 10 for $m=3$. Inside, the added part is therefore $(Ar+Br^3)\cos\theta$, and the heat equation $k_p\nabla^2T=-q_0(r/R)\cos\theta$ requires $B=-q_0/(10k_pR)$. Outside, it is $(C/r^2)\cos\theta$. Let $a=AR+BR^3$ be the amplitude on the particle side, and $F$ the amplitude of the outward flux at $R$. Eliminating $A=a/R-BR^2$,
\begin{equation}
F=-k_p(A+3BR^2)=-\frac{k_pa}{R}-2k_pBR^2
=-\frac{k_pa}{R}+\frac{q_0R}{5}.
\label{Fcos}
\end{equation}
In the liquid $F=2kC/R^3$, so the liquid-side amplitude is $C/R^2=FR/(2k)$. The interface adds $F/G$, hence
\begin{equation}
a=FS,\qquad S=\frac1G+\frac{R}{2k}.
\end{equation}
Substituting this in (\ref{Fcos}) and solving for $F$,
\begin{equation}
F=\frac{q_0R/5}{1+k_pS/R},\qquad a=\frac{(q_0R/5)\,S}{1+k_pS/R}.
\end{equation}
For the example $a=0.09$ K: the particle side is warmer by this amount at one pole and cooler at the other. The metal conducts so much better than the water that it evens out the uneven heating.

The conductivity of water rises with temperature near room temperature. Write it as $k(1+\beta\vartheta)$, where $\vartheta=T-T_0$ is the local rise. The energy balance becomes $-4\pi r^2k(1+\beta\vartheta)\,d\vartheta/dr=P$. Dividing by $4\pi r^2k$ and integrating from $R$, where $\vartheta=\vartheta_l$, to infinity, where $\vartheta=0$, gives
\begin{equation}
\vartheta_l+\frac{\beta}{2}\vartheta_l^2=\frac{P}{4\pi kR}.
\label{kirchhoff}
\end{equation}
The positive root is $\vartheta_l=\bigl[\sqrt{1+2\beta P/(4\pi kR)}-1\bigr]/\beta$. With $\beta=0.002$ per kelvin it lies 0.11 K below the constant-conductivity value, a change of 1\%. The measured slope for water near 25 °C is closer to 0.003 per kelvin, which makes the change about 0.15 K.

How soon is the steady state reached? Let $c$ be the heat capacity of the liquid per unit volume and $D=k/c$ its thermal diffusivity. An energy $E$ released at a point spreads as
\begin{equation}
\vartheta(r,t)=\frac{E}{c\,(4\pi Dt)^{3/2}}\,e^{-r^2/(4Dt)},
\end{equation}
which satisfies the diffusion equation and contains the energy $E$ at all times. Heating that has gone on for ever is the sum of the heating since switch-on, a time $t$ ago, and all earlier heating. The rise still missing at time $t$ is thus the part that the earlier heating would have supplied. That heat has ages $t'>t$. If $t\gg R^2/D$, it has spread far beyond the particle, which then acts as a point source, and the exponential is close to 1 at the surface. To leading order the missing rise is
\begin{equation}
\int_t^\infty\frac{P\,dt'}{c(4\pi Dt')^{3/2}}
=\frac{2P}{c(4\pi D)^{3/2}\sqrt t}.
\end{equation}
Dividing by $P/(4\pi kR)$ and using $k=cD$ gives the missing fraction of the liquid-side rise,
\begin{equation}
\frac{4\pi DR\cdot2}{(4\pi D)^{3/2}\sqrt t}
=\frac{2R}{\sqrt{4\pi Dt}}=\frac{R}{\sqrt{\pi Dt}} .
\label{late}
\end{equation}
With $D=1.43\times10^{-7}$ m$^2$/s the time $R^2/D$ is 4.4 ns, yet the approach is slow: 3.7\% is missing after 1 µs and 0.12\% after 1 ms. A time-dependent numerical solution, which includes the particle's heat capacity, also gives 3.7\% at 1 µs. The heated ball of many particles is slower. Its characteristic time $b^2/D$ is longer by $(b/R)^2=40\,000$, which makes it about 0.17 ms. The same slow tail follows: at the centre of the ball about a third of the rise (\ref{cloud}) is still missing at that time, and 16\% after 1 ms.

The distant boundary matters little. If a concentric wall at radius $L$ is held at $T_0$, the integration of (\ref{gradient}) stops there and $1/R$ in (\ref{liquid}) becomes $1/R-1/L$. The liquid-side rise falls by the fraction $R/L$, which is 0.025\% for $L=100$ µm. Flow driven by buoyancy is also unimportant near the particle. At distance $L$ the rise is about $\vartheta_lR/L$, and balancing buoyancy against viscosity gives a speed of order $g\alpha(\vartheta_lR/L)L^2/\nu$, where $g$ is the acceleration of gravity, $\alpha$ the thermal expansion coefficient and $\nu$ the kinematic viscosity. This equals the conduction speed $D/L$ at $L\approx\sqrt{\nu D/(g\alpha\vartheta_lR)}$. For water, with $\alpha$ about $3\times10^{-4}$ per kelvin and $\nu$ about $10^{-6}$ m$^2$/s, that is of the order of a centimetre, far outside the hot region.

A more serious limit is set by the liquid itself. With constant $k$, the adjacent water would reach 100 °C, a rise of 75 K, at
\begin{equation}
P=4\pi kR\,(75\ \text{K})=14.1\ \text{µW}.
\end{equation}
The interface step would then be $14.1\times1.27\approx18$ K, putting the particle side near 118 °C. The rise of $k$ with temperature moves this power to about 15 µW. It is a warning level, not a prediction of when bubbles form: water can be superheated, and surface tension opposes the growth of a very small bubble. A bubble of radius 25 nm can grow only when the vapour pressure exceeds its Laplace pressure, which at atmospheric pressure takes about 230 °C, so an isolated particle may stay wetted at more than twice this power. Once vapour does cover the particle, however, the liquid no longer touches it, and (\ref{total}) with the values of $k$ and $G$ for liquid water ceases to apply.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (material data rough)
radius R = 25.0 nm
absorbed power P = 2.00 uW
water conductivity k = 0.60 W/(m K)
iron particle conductivity = 40 W/(m K)
interface conductance G = 100 MW/(m^2 K)
bath temperature = 25.0 C
RESULTS
flux at surface = 254.6 MW/m^2
liquid-side rise, formula = 10.610 K
liquid-side rise, solver = 10.608 K
interface jump, formula = 2.546 K
interface jump, solver = 2.546 K
particle-side rise = 13.157 K
liquid-side temperature = 35.61 C
particle-side temperature = 38.16 C
centre minus particle surface = 0.0796 K
liquid rise at r = 2R = 5.305 K
liquid rise at r = 10R = 1.061 K
crossover radius k/G = 6.00 nm
RESISTANCES: R (nm), liquid (K/uW), interface (K/uW)
3, 44.210, 88.419
6, 22.105, 22.105
25, 5.305, 1.273
100, 1.326, 0.080
NEGLECTED EFFECTS
suspension density = 1.0e+11 per cm^3
heated ball radius = 5.0 um
mean particle count in ball = 52.4
mean rise from neighbours = 4.17 K
oxide: 3.0 nm, 3.0 W/(m K)
drop across oxide = 0.289 K
conductivity slope beta = 0.0020 per K
change of liquid rise by beta = -0.110 K
one-sided heating, surface +/- 0.094 K
water heat capacity = 4.2 MJ/(m^3 K)
iron heat capacity = 3.5 MJ/(m^3 K)
water diffusivity D = 1.429e-07 m^2/s
time R^2/D = 4.37 ns
missing at 1 us, law = 3.73 %
missing at 1 us, solver = 3.74 %
missing at 1 ms, law = 0.118 %
cold wall at 100 um lowers rise by 0.025 %
buoyancy matters beyond about 14 mm
black-body radiation / P = 3.3e-07
power for 100 C in adjacent water = 14.1 uW
\end{verbatim}
